# Three-Body Dispersion Energy of Coupled Oscillators: Triangle and Line, part 2

Three isotropic charged oscillators at fixed sites are coupled as instantaneous point dipoles. The quantity sought is the nonadditive energy $\Delta E=E(123)-E(12)-E(23)-E(31)$, each $E$ being a ground-state energy minus its uncoupled value. The algebra uses atomic units ($\hbar=1$, polarizabilities are volumes); numbers are in eV and Å.

Oscillator $i$ has charge $q_i$, mass $m_i$, displacement $\mathbf r_i$, frequency $\omega_i$ and static polarizability $\alpha_i$; identical ones have $\omega_0$ and $\alpha$. An applied field is $\mathbf F$. Sites $i,j$ are $R_{ij}$ apart along the unit vector $\mathbf n_{ij}$; $\gamma_i$ are the interior angles and $P=\cos\gamma_1\cos\gamma_2\cos\gamma_3$. The coupling tensor is

$$T_{ij}=\frac{1-3\,\mathbf n_{ij}\mathbf n_{ij}}{R_{ij}^3},\qquad T_{ii}=0.$$

The squared normal frequencies $\Omega_k^2$ are the eigenvalues of

$$W_{ij}=\omega_i^2\delta_{ij}+\omega_i\omega_j\sqrt{\alpha_i\alpha_j}\,T_{ij},$$

all positive if the system is bound. $W_0$ is the uncoupled part, with blocks $\omega_i^2\delta_{ij}$. Then

$$E(123)=\frac12\left(\sum_{k=1}^{9}\Omega_k-3\sum_{i=1}^{3}\omega_i\right).$$

**Theorem.** When the triangle is enlarged by a large factor $s$,

$$\Delta E=E_3+O(s^{-12}),\qquad
E_3=C_9\,\frac{1+3\cos\gamma_1\cos\gamma_2\cos\gamma_3}{(R_{12}R_{23}R_{31})^3},$$

$$C_9=\frac32\,\alpha_1\alpha_2\alpha_3\,
\frac{\omega_1\omega_2\omega_3(\omega_1+\omega_2+\omega_3)}
{(\omega_1+\omega_2)(\omega_2+\omega_3)(\omega_3+\omega_1)}.$$

$E_3$ is positive for an equilateral triangle and negative for every collinear arrangement.

For identical oscillators the formula is proved, with $C_9=\tfrac{9}{16}\omega_0\alpha^3$ and pair coefficient $C_6=\tfrac34\omega_0\alpha^2$. There $A_{ij}=\alpha T_{ij}$ has eigenvalues $a_k$, and the binomial series of $\Omega_k=\omega_0\sqrt{1+a_k}$ gives

$$E(123)=\omega_0\left[\frac{\mathrm{Tr}A}{4}-\frac{\mathrm{Tr}A^2}{16}
+\frac{\mathrm{Tr}A^3}{32}-\frac{5\,\mathrm{Tr}A^4}{256}+\cdots\right].$$

$\mathrm{Tr}$ sums over sites and directions, $\mathrm{tr}$ over directions only. Counting closed walks among the sites gives $\mathrm{Tr}A=0$, the purely pairwise

$$\mathrm{Tr}A^2=12\alpha^2\sum_{i<j}\frac{1}{R_{ij}^6},$$

and

$$\mathrm{Tr}A^3=6\alpha^3\,\mathrm{tr}(T_{12}T_{23}T_{31}).$$

**Lemma 2.**

$$\mathrm{tr}(T_{12}T_{23}T_{31})=
\frac{3\,(1+3\cos\gamma_1\cos\gamma_2\cos\gamma_3)}{(R_{12}R_{23}R_{31})^3}.$$

The next three-body term, with $j,k$ the sites other than $i$, is

$$E_4=-\frac{45}{64}\,\omega_0\alpha^4\sum_{i=1}^{3}\frac{1+\cos^2\gamma_i}{R_{ij}^6R_{ik}^6}.$$

The example compares an equilateral triangle and an evenly spaced line, with $\alpha=1.5$ Å³, $\omega_0=15$ eV and side or spacing $R=4$ Å.

For unequal frequencies $W_0$ does not commute with the coupling, so the square root cannot be expanded as before; an integral over an auxiliary frequency $u$ is used instead.

**Lemma 3.** The interaction energy is

$$E(123)=\frac1{2\pi}\int_0^\infty\ln\det[1+K(u)]\,du,\qquad
K_{ij}(u)=\sqrt{\alpha_i(iu)\,\alpha_j(iu)}\;T_{ij},$$

with $\alpha_i(iu)=\alpha_i\omega_i^2/(\omega_i^2+u^2)$.

*Proof.* For positive $a$ and $b$,

$$\int_0^\infty\ln\frac{u^2+a^2}{u^2+b^2}\,du=\pi(a-b).$$

Both sides vanish at $a=b$, and their derivatives with respect to $a$ agree, since $\int_0^\infty 2a\,du/(u^2+a^2)=\pi$. Apply this to each normal frequency, paired with an uncoupled one, and add. The sum of logarithms is the logarithm of a ratio of determinants:

$$\frac12\left(\sum_k\Omega_k-3\sum_i\omega_i\right)=\frac1{2\pi}\int_0^\infty
\ln\frac{\det(u^2+W)}{\det(u^2+W_0)}\,du .$$

Take a factor $(u^2+W_0)^{1/2}$ out of $u^2+W$ on each side. The determinants of these factors cancel the denominator. What remains is $\det(1+K)$, where the coupling block $\omega_i\omega_j\sqrt{\alpha_i\alpha_j}\,T_{ij}$ has been divided by $\sqrt{(u^2+\omega_i^2)(u^2+\omega_j^2)}$. This is the stated $K_{ij}$. ∎

The function $\alpha_i(iu)$ is the polarizability at imaginary frequency. A field oscillating at frequency $\omega$ drives the charge according to $m_i(\omega_i^2-\omega^2)\mathbf r_i=q_i\mathbf F$, which gives $\alpha_i\omega_i^2/(\omega_i^2-\omega^2)$, and $\omega=iu$ turns the minus sign into a plus.

At large separation the eigenvalues of $K(0)$ are small, and those of $K(u)$ are smaller still, by at least the factor $\omega_{\max}^2/(\omega_{\max}^2+u^2)$ in norm, where $\omega_{\max}$ is the largest of the three frequencies. The expansion $\ln\det(1+K)=\mathrm{Tr}K-\tfrac12\mathrm{Tr}K^2+\tfrac13\mathrm{Tr}K^3-\cdots$ may then be integrated term by term. The counting of walks is the same as before, so the cubic term is the first that is nonadditive, with $\mathrm{Tr}K^3=6\,\alpha_1(iu)\alpha_2(iu)\alpha_3(iu)\,\mathrm{tr}(T_{12}T_{23}T_{31})$. The factors combine as $\tfrac1{2\pi}\cdot\tfrac13\cdot6\cdot3=\tfrac3\pi$, and

$$C_9=\frac3\pi\int_0^\infty\alpha_1(iu)\alpha_2(iu)\alpha_3(iu)\,du .$$

To evaluate it, begin with two factors. Partial fractions, for $a\ne b$, give

$$I(a,b)=\int_0^\infty\frac{du}{(u^2+a^2)(u^2+b^2)}
=\frac{1}{b^2-a^2}\left(\frac{\pi}{2a}-\frac{\pi}{2b}\right)=\frac{\pi}{2ab(a+b)}.$$

With a third factor $1/(u^2+c^2)$, separate the factors containing $b$ and $c$:

$$J=\frac{I(a,b)-I(a,c)}{c^2-b^2}
=\frac{\pi}{2a(c^2-b^2)}\cdot\frac{c(a+c)-b(a+b)}{bc(a+b)(a+c)} .$$

The numerator is $a(c-b)+c^2-b^2=(c-b)(a+b+c)$. Cancelling $c-b$ leaves

$$J=\frac{\pi(a+b+c)}{2abc(a+b)(b+c)(c+a)} ,$$

and continuity extends this to equal arguments. Setting $a,b,c$ equal to the three frequencies and multiplying by $\tfrac3\pi\alpha_1\alpha_2\alpha_3\omega_1^2\omega_2^2\omega_3^2$ gives the $C_9$ of the theorem. For equal frequencies it becomes $\tfrac32\alpha^3\cdot3\omega_0^4/(8\omega_0^3)=\tfrac9{16}\omega_0\alpha^3$, as it must.

As a numerical case take polarizability volumes 1, 1.5 and 2 Å³ with quanta 12, 15 and 18 eV. Then

$$C_9=\frac32\cdot3\cdot\frac{3240\cdot45}{27\cdot33\cdot30}=24.55\ \text{eV Å}^9,$$

and numerical integration over $u$ gives the same value. Since $C_9$ is positive for any positive parameters, the sign of $E_3$ is the sign of $1+3P$, whatever the oscillators.

### The two signs

*Equilateral triangle of side $R$.* Each cosine is $\tfrac12$, so $P=\tfrac18$ and $1+3P=\tfrac{11}8$. The product of the distances is $R^3$. For identical oscillators

$$E_3=\frac9{16}\cdot\frac{11}8\,\frac{\omega_0\alpha^3}{R^9}=+\frac{99}{128}\,\frac{\omega_0\alpha^3}{R^9}.$$

*Line with spacing $R$.* The end angles are zero and the middle angle is $\pi$, so $P=-1$ and $1+3P=-2$. The distances are $R$, $R$ and $2R$, and the cube of their product is $8R^9$. Hence

$$E_3=-\frac9{16}\cdot\frac28\,\frac{\omega_0\alpha^3}{R^9}=-\frac9{64}\,\frac{\omega_0\alpha^3}{R^9}.$$

The factor $-2$ does not depend on equal spacing, since the angles of a collinear arrangement are always $0$, $0$ and $\pi$. This proves the last statement of the theorem. ∎

The words repulsive and attractive refer to the force that accompanies a uniform change of size. It is $-dE_3/dR=9E_3/R$, which has the sign of $E_3$: the three-body term pushes the triangle apart and pulls the line together. The total interaction remains attractive at large separation in both cases, because the pair terms fall off as $R^{-6}$.

**Corollary.** The factor $1+3P$ lies between $-2$ and $\tfrac{11}8$. Its maximum belongs to the equilateral triangle. It is positive for every acute or right triangle.

*Proof.* Since $|P|\le1$, the factor is at least $-2$. If no angle exceeds $90°$, then $P\ge0$ and the factor is at least one. If one angle is obtuse, $P<0$. For the maximum, therefore, take an acute triangle and write

$$\cos\gamma_1\cos\gamma_2=\tfrac12[\cos(\gamma_1-\gamma_2)-\cos\gamma_3]\le\tfrac12(1-\cos\gamma_3).$$

It follows that $P\le\tfrac12\cos\gamma_3(1-\cos\gamma_3)\le\tfrac18$. Equality requires $\gamma_1=\gamma_2$ and $\cos\gamma_3=\tfrac12$, which is the equilateral triangle. ∎

The change of sign thus occurs among obtuse triangles. For an isosceles triangle with apex angle $\theta$, each base angle has cosine $\sin(\theta/2)$, and $P=\cos\theta\,\sin^2(\theta/2)=\tfrac12\cos\theta(1-\cos\theta)$. The condition $1+3P=0$ becomes $3\cos^2\theta-3\cos\theta-2=0$. Its root within the range of a cosine is $\cos\theta=(3-\sqrt{33})/6$, or $\theta=117.2°$. Opening the apex beyond this angle makes $E_3$ attractive. When the two sides that meet at the obtuse angle are unequal, the change comes at a larger angle. As one side becomes much shorter than the other, one acute angle tends to zero and $P\to-\cos^2\theta$, so the threshold approaches $\cos\theta=-1/\sqrt3$, or $125.3°$.

### Which motions produce the signs

On a line, motions along and across the axis do not mix. Between neighbours the coupling in units of $\alpha/R^3$ is $\lambda=-2$ along the axis and $\lambda=1$ in each transverse direction; between the ends it is $\lambda/8$. Each direction contributes $6\lambda^3/8$ to the trace of the cube and $\tfrac{1}{32}$ of that to the energy. In units of $\omega_0\alpha^3/R^9$,

$$\text{longitudinal: }\frac{6(-8)}{8\cdot32}=-\frac3{16},\qquad
\text{transverse: }2\cdot\frac{6}{8\cdot32}=\frac3{64}.$$

Their sum is $-\tfrac9{64}$. The attraction of the line comes from longitudinal motion, where all three couplings are negative, so that dipoles pointing the same way lower all three pair energies at once.

Motion out of the plane of the equilateral triangle shows the opposite case. All three couplings are positive, each pair favours opposite dipoles, and three dipoles cannot all be opposite to one another. The eigenvalues of $R^3T$ for this motion are $2,-1,-1$: one mode is stiffened strongly and two are softened weakly. Reversing every coupling would give $-2,1,1$, with the same sum and the same sum of squares. The two cases first differ in the sum of cubes, $+6$ against $-6$, and this is what the cubic term registers. The out-of-plane energy is $\tfrac6{32}=\tfrac3{16}$. In-plane motion supplies the remaining $\tfrac{99}{128}-\tfrac{24}{128}=\tfrac{75}{128}$.

The in-plane modes also determine where the model ceases to be bound. Symmetry fixes two of them: all dipoles radial, or all tangential in the same sense. Between two sites the radial unit vectors have scalar product $-\tfrac12$, and the product of their components along the side is $-\tfrac34$, so their coupling is $-\tfrac12+\tfrac94=\tfrac74$. For the tangential vectors it is $-\tfrac12-\tfrac34=-\tfrac54$. Each site has two neighbours, and the eigenvalues are $\tfrac72$ and $-\tfrac52$. The other four modes form two degenerate pairs $\lambda,\mu$ because of the threefold symmetry. The in-plane trace is zero, which gives $\lambda+\mu=-\tfrac12$. The in-plane sum of squares is $36-6=30$, which gives $\lambda^2+\mu^2=\tfrac{23}4$ and so $\lambda\mu=-\tfrac{11}4$. The solutions are $(-1\pm3\sqrt5)/4$, or $1.427$ and $-1.927$. The lowest eigenvalue is therefore $-\tfrac52$, and the triangle is bound for $\alpha/R^3<\tfrac25$.

### The two arrangements in numbers

For $\alpha=1.5$ Å³, $\omega_0=15$ eV and $R=4$ Å, the coefficient is $C_9=\tfrac9{16}\cdot15\cdot1.5^3=28.48$ eV Å⁹, and $R^9=262144$ Å⁹. The leading energies are

$$E_3^{\triangle}=\frac{28.48\cdot1.375}{262144}=1.494\times10^{-4}\ \text{eV},\qquad
E_3^{\text{line}}=-\frac{28.48\cdot2}{8\cdot262144}=-2.716\times10^{-5}\ \text{eV},$$

or $5.489\times10^{-6}$ and $-9.980\times10^{-7}$ hartree. Diagonalizing the full coupled problem gives nonadditive energies of $1.380\times10^{-4}$ eV and $-3.385\times10^{-5}$ eV. These are 0.92 and 1.25 times the leading values.

The departures in opposite directions follow from $E_4$. The angular sum in $E_4$ is $3\cdot\tfrac54=\tfrac{15}4$ for the triangle. For the line it is $2+2\cdot\tfrac{2}{64}=\tfrac{33}{16}$, the two ends being weakened by the factor $2^{-6}$. With the prefactor $-\tfrac{45}{64}\omega_0\alpha^4/R^{12}$ this gives $-1.19\times10^{-5}$ eV and $-6.56\times10^{-6}$ eV. A negative term weakens the repulsion of the triangle and strengthens the attraction of the line. The sums $E_3+E_4$ differ from the full nonadditive energies by about 0.4 % of the latter in both cases.

The pair energies add up to $-1.855\times10^{-2}$ eV in the triangle and $-1.246\times10^{-2}$ eV on the line. The nonadditive energy is thus 0.7 % and 0.3 % of the pair sum in magnitude, and both arrangements attract as a whole. The numerical output lists the forces and the remaining values.

### Where the sign statement ends

The theorem concerns large separation. In the full model the nonadditive energy of the equilateral triangle changes sign at a side of 1.66 Å and is negative just below it, while the system is bound down to 1.55 Å. The expansion cannot settle this point: the eigenvalue $\tfrac72$ makes the binomial series diverge for $\alpha/R^3>\tfrac27$, that is, below 1.74 Å. The value therefore rests on the full diagonalization. It is a property of the model and not a prediction for atoms, whose charge clouds would overlap at such a distance.

Overlap, exchange and higher multipoles are absent at every distance. The last omission matters for the corrections to $E_3$. If the charges interact by the full Coulomb law, or if the oscillators stand for atoms, a dipole–dipole–quadrupole term of order $s^{-11}$ comes before $E_4$. For the triangle of side 4 Å, with $q$ equal to the elementary charge, it is about $+5.7\times10^{-5}$ eV, some five times $|E_4|$ and of opposite sign; at fixed $\alpha$ and $\omega_0$ it falls as $1/q^2$, and it cancels for the evenly spaced line of identical oscillators. The remainder $O(s^{-12})$, the term $E_4$ and the ratio 0.92 therefore belong to the point-dipole model, while $E_3$ remains the leading term. The instantaneous coupling further requires separations small compared with $c/\omega_i$, where $c$ is the speed of light (about 130 Å for a quantum of 15 eV); beyond that the delay of the field changes the law. Within these limits, a pairwise sum for a cluster of well-separated isotropic oscillators overestimates the attraction at leading order for each acute triangle it contains, and underestimates it for each nearly straight triple.

## Table of computed values

```
polarizability volume: 1.50 angstrom^3
oscillator quantum: 15.00 eV
side or spacing: 4.00 angstrom
coupling alpha/R^3: 0.023438 (no unit)
C6: 25.3125 eV angstrom^6
C9, identical: 28.4766 eV angstrom^9
unequal polarizabilities: [1.  1.5 2. ] angstrom^3
unequal quanta: [12. 15. 18.] eV
C9, unequal: 24.5455 eV angstrom^9
C9, unequal, by integration: 24.5455 eV angstrom^9
equilateral: E3 = 1.49366e-04 eV = 5.48908e-06 hartree
equilateral: E4 = -1.19344e-05 eV
equilateral: E3 + E4 = 1.37431e-04 eV
equilateral: full nonadditive energy = 1.37990e-04 eV
equilateral: full nonadditive / E3 = 0.9238 (no unit)
equilateral: sum of pair energies = -1.85490e-02 eV
equilateral: total interaction = -1.84110e-02 eV
equilateral: leading scaling force 9 E3/R = 3.3607e-04 eV/angstrom
equilateral: full scaling force = 3.0233e-04 eV/angstrom
equilateral: distance exponent near 40 angstrom = -8.9998
linear: E3 = -2.71574e-05 eV = -9.98015e-07 hartree
linear: E4 = -6.56391e-06 eV
linear: E3 + E4 = -3.37213e-05 eV
linear: full nonadditive energy = -3.38525e-05 eV
linear: full nonadditive / E3 = 1.2465 (no unit)
linear: sum of pair energies = -1.24626e-02 eV
linear: total interaction = -1.24964e-02 eV
linear: leading scaling force 9 E3/R = -6.1104e-05 eV/angstrom
linear: full scaling force = -8.1305e-05 eV/angstrom
linear: distance exponent near 40 angstrom = -9.0007
angular factor, equilateral: 1.3750 (no unit)
angular factor, linear: -2.0000 (no unit)
angular factor, uneven linear: -2.0000 (no unit)
isosceles apex angle of zero E3: 117.221 degrees
equilateral eigenvalues of R^3 T: [-2.5    -1.9271 -1.9271 -1.     -1.      1.4271  1.4271  2.      3.5   ]
linear, longitudinal part: -0.187500 w a^3/R^9
linear, transverse part: 0.046875 w a^3/R^9
equilateral, in-plane part: 0.585937 w a^3/R^9
equilateral, out-of-plane part: 0.187500 w a^3/R^9
equilateral sign-reversal side: 1.6614 angstrom
equilateral stability limit: 1.5536 angstrom
```
